# Roughening of a flat one-dimensional Edwards-Wilkinson interface and a crystal step, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The width law and its limits

### Dimensions fix the form

Let \(h(x,t)\) be the displacement of a line from a straight reference, as a function of the position \(x\) along it and the time \(t\). The Edwards-Wilkinson equation is

\[
\frac{\partial h}{\partial t} = \nu \frac{\partial^2 h}{\partial x^2} + \eta(x,t), \qquad
\langle \eta(x,t)\,\eta(x',t') \rangle = 2D\,\delta(x-x')\,\delta(t-t') .
\]

The equation is linear, so \(h\) may be measured in a unit \(H\) that is independent of the unit \(X\) of \(x\). With \(T\) the unit of time, the first term on the right requires \([\nu] = X^2/T\). The noise has the unit \(H/T\), and the two delta functions have the unit \(1/(XT)\), so \([D] = H^2X/T\).

On an infinite line that starts flat, the squared width \(w^2\), of unit \(H^2\), can depend on \(D\), \(\nu\) and \(t\) alone, provided that no microscopic length is needed to make it finite. Write \(w^2 = C D^{\alpha}\nu^{\beta}t^{\gamma}\), with \(C\) a pure number. The powers of \(H\), \(X\) and \(T\) give

\[
2\alpha = 2, \qquad \alpha + 2\beta = 0, \qquad -\alpha - \beta + \gamma = 0 ,
\]

hence \(\alpha = 1\), \(\beta = -1/2\), \(\gamma = 1/2\), and

\[
w^2(t) = C\, D \sqrt{t/\nu} .
\]

What remains is to show that \(w^2\) is finite and that \(C = \sqrt{2/\pi} \approx 0.80\), so that

\[
\boxed{\,w^2(t) = D\sqrt{\frac{2t}{\pi\nu}}\,}
\]

### Conventions

The coefficient \(\nu\) is called a tension here. It is a kinetic coefficient with the unit length²/time, and not an energy per length; Part 2 relates the two. The noise strength is \(2D\), with the factor 2 written outside \(D\). When \(h\) and \(x\) are both lengths, \(D\) has the unit length³/time.

The noise has zero mean and the start is \(h(x,0) = 0\), so \(\langle h\rangle = 0\) at all times and \(w^2 = \langle h^2\rangle\). The brackets denote an average over noise histories. The width law uses the second moment of the noise alone; Gaussian noise is assumed where a fourth moment enters.

### Derivation in real space

The heat kernel

\[
G(x,s) = \frac{1}{\sqrt{4\pi\nu s}}\, e^{-x^2/(4\nu s)}
\]

solves \(\partial G/\partial s = \nu\,\partial^2 G/\partial x^2\) and tends to \(\delta(x)\) as \(s \to 0\). The solution with a flat start is

\[
h(x,t) = \int_0^t ds \int_{-\infty}^{\infty} dx'\, G(x-x',t-s)\,\eta(x',s) .
\]

Differentiating the upper limit in \(t\) gives \(\eta(x,t)\), because the kernel is then a delta function. Differentiating the kernel gives \(\nu\,\partial^2 h/\partial x^2\). The equation is therefore satisfied, and \(h\) vanishes at \(t=0\).

Squaring \(h\) produces two time integrals and two space integrals. The noise correlation removes one of each and leaves the factor \(2D\). With the elapsed time \(t-s\) renamed \(s\),

\[
w^2 = 2D \int_0^t ds \int_{-\infty}^{\infty} dx\, G^2(x,s) .
\]

The space integral is Gaussian:

\[
\int_{-\infty}^{\infty} G^2\,dx = \frac{1}{4\pi\nu s}\int_{-\infty}^{\infty} e^{-x^2/(2\nu s)}dx
= \frac{\sqrt{2\pi\nu s}}{4\pi\nu s} = \frac{1}{\sqrt{8\pi\nu s}} .
\]

The singularity at \(s=0\) is integrable, so no short-distance cutoff is needed. Since \(\int_0^t s^{-1/2}ds = 2\sqrt t\),

\[
w^2 = \frac{4D\sqrt t}{\sqrt{8\pi\nu}} = D\sqrt{\frac{16\,t}{8\pi\nu}} = D\sqrt{\frac{2t}{\pi\nu}} .
\]

### Derivation by modes

Let \(h_k = \int h\,e^{-ikx}dx\), and define the spectrum \(S\) by \(\langle h_k h_{k'}^*\rangle = 2\pi\delta(k-k')\,S(k,t)\). Then \(w^2 = \int S\,dk/2\pi\). Each mode relaxes at the rate \(\nu k^2\) and is driven by noise of strength \(2D\). A pulse of noise of age \(u\) has decayed by \(e^{-\nu k^2u}\) in amplitude, so

\[
S(k,t) = 2D\int_0^t e^{-2\nu k^2 u}\,du = \frac{D}{\nu k^2}\left(1 - e^{-2\nu k^2 t}\right) .
\]

The integral needed is \(J(c) = \int_{-\infty}^{\infty}(1-e^{-ck^2})k^{-2}dk\). It obeys \(J(0)=0\) and \(J'(c) = \int e^{-ck^2}dk = \sqrt{\pi/c}\), hence \(J(c) = 2\sqrt{\pi c}\). With \(c = 2\nu t\),

\[
w^2 = \frac{D}{2\pi\nu}\,2\sqrt{2\pi\nu t} = D\sqrt{\frac{2t}{\pi\nu}} .
\]

Modes with \(\nu k^2t \gg 1\) have reached the stationary spectrum \(D/(\nu k^2)\). Modes with \(\nu k^2t \ll 1\) still have \(S \approx 2Dt\), as if there were no tension. The boundary moves to longer wavelengths as \(\xi = \sqrt{\nu t}\). Since \(\partial S/\partial t = 2D\,e^{-2\nu k^2t}\), a fraction \(\operatorname{erf}\sqrt2 \approx 0.95\) of the growth of \(w^2\) comes from waves with \(|k| < 1/\xi\), which are not yet stationary.

For \(D = 0.7\), \(\nu = 1.3\), \(t = 40\) in dimensionless units, numerical integration of the kernel expression and of the spectrum both give 3.09811. The formula gives \(0.7\sqrt{80/(1.3\pi)} = 3.098\).

### Ensemble width and measured width

The covariance follows in the same way. The overlap of two heat kernels of age \(s\) is a heat kernel of age \(2s\), so

\[
C(r,t) = \langle h(x,t)h(x+r,t)\rangle = 2D\int_0^t G(r,2s)\,ds, \qquad
\int_{-\infty}^{\infty} C\,dr = 2Dt .
\]

A measurement over a window of length \(L\) may refer \(h\) to the mean \(\bar h\) of that window. The expected squared width is then \(w^2 - \langle\bar h^2\rangle\). Because \(C\) is positive,

\[
\langle \bar h^2\rangle = \frac{1}{L^2}\int_0^L\! dx\int_0^L\! dx'\, C(x-x',t) \le \frac{2Dt}{L} ,
\]

and the bound is nearly reached when \(L \gg \xi\). The difference vanishes for an infinite line, where the two definitions agree.

### A lattice

On a chain of spacing \(a\), the second derivative becomes \((h_{j+1}+h_{j-1}-2h_j)/a^2\). White noise averaged over a cell has the strength \(2D/a\), since \(a^{-2}\int\!\!\int 2D\,\delta(x-x')\,dx\,dx' = 2D/a\). A mode \(e^{iqj}\) relaxes at the rate \((2\nu/a^2)(1-\cos q)\), so

\[
w_{\rm lat}^2 = \frac{2D}{a}\int_0^t du\int_{-\pi}^{\pi}\frac{dq}{2\pi}\, e^{-(4\nu u/a^2)(1-\cos q)} .
\]

The \(q\) integral is \(e^{-y}I_0(y)\), with \(y = 4\nu u/a^2\) and \(I_n\) the modified Bessel function. From \(I_0' = I_1\) and \(I_1' = I_0 - I_1/y\),

\[
\frac{d}{dy}\left[y e^{-y}(I_0+I_1)\right]
= e^{-y}\left[(I_0+I_1)(1-y) + y(I_1+I_0) - I_1\right] = e^{-y}I_0 .
\]

With \(z = 4\nu t/a^2\) and \(du = (a^2/4\nu)\,dy\), this gives

\[
w_{\rm lat}^2 = \frac{2Dt}{a}\,e^{-z}\left[I_0(z)+I_1(z)\right] .
\]

For \(z \ll 1\) it becomes \(2Dt/a\): the sites move independently. For \(z \gg 1\), write

\[
e^{-z}(I_0+I_1) = \int_{-\pi}^{\pi}\frac{dq}{2\pi}(1+\cos q)\,e^{-z(1-\cos q)} .
\]

Small \(q\) dominates. There \(1+\cos q \approx 2 - q^2/2\), and the exponential is \(e^{-zq^2/2}(1+zq^4/24)\). The Gaussian weight has \(\langle q^2\rangle = 1/z\) and \(\langle q^4\rangle = 3/z^2\), so the integral is

\[
\frac{1}{\sqrt{2\pi z}}\left(2 - \frac{1}{2z} + \frac{1}{4z}\right) = \frac{2}{\sqrt{2\pi z}}\left(1-\frac{1}{8z}\right) .
\]

Since \(\sqrt{2\pi z} = \sqrt{8\pi\nu t}/a\), the leading term is the continuum law, and

\[
w_{\rm lat}^2 \approx D\sqrt{\frac{2t}{\pi\nu}}\left(1-\frac{a^2}{32\nu t}\right) .
\]

These results were tested by diagonalizing a ring of 800 sites with \(a=1\) and the same \(D\) and \(\nu\). At \(t=200\) the site variance agrees with the Bessel formula to one part in \(10^8\) and with the continuum law to one part in \(10^3\). At \(t=5\) the relative deficit agrees with \(1/(32\nu t)\) to within 5% of that deficit.

### A finite ring

On a ring of length \(L\), \(k = 2\pi m/L\) with integer \(m\), and the site variance is \(L^{-1}\sum_m S(k_m,t)\). In real space it is the sum of \(C(jL,t)\) over integers \(j\). The terms with \(j\neq0\) carry a factor no larger than \(e^{-L^2/(8\nu t)}\), so at early times the site variance is \(w^2\) up to exponentially small terms. The term \(m=0\) is the motion of the ring's mean and contributes \(2Dt/L\). The width about the instantaneous mean is therefore \(w^2 - 2Dt/L\) at early times. At late times each remaining mode is stationary:

\[
W_\infty^2 = \frac{2}{L}\sum_{m=1}^{\infty}\frac{D L^2}{4\pi^2\nu m^2}
= \frac{DL}{2\pi^2\nu}\,\frac{\pi^2}{6} = \frac{DL}{12\nu} .
\]

The 800-site ring gives 35.897, as does \(DL/(12\nu)\). Equating this plateau to the infinite-line law gives the crossover time \(\pi L^2/(288\nu)\).

### Why the flat start matters

Suppose that the line is already stationary at \(t=0\). With \(E = e^{-\nu k^2t}\), the change of a mode is \((E-1)h_k(0)\) plus new noise, and its spectrum is

\[
\frac{D}{\nu k^2}\left[(1-E)^2 + 1 - E^2\right] = \frac{2D}{\nu k^2}(1-E) .
\]

Integration with \(J(\nu t)\) gives

\[
\langle[h(x,t)-h(x,0)]^2\rangle = \frac{D}{\pi\nu}\,2\sqrt{\pi\nu t} = 2D\sqrt{\frac{t}{\pi\nu}} .
\]

This is larger than the flat-start result by \(\sqrt2\): the relaxation of the old shape adds to the motion. The ring at \(t=200\) confirms it to one part in \(10^3\).

### Direct simulation

An explicit time step \(\Delta t\) adds Gaussian noise of variance \(2D\Delta t/a\) to each site. The fastest mode has the rate \(4\nu/a^2\), so stability requires \(\Delta t < a^2/(2\nu)\). A mode of rate \(\lambda\) obeys \(S \to (1-\lambda\Delta t)^2S + 2D\Delta t\), whose fixed point is

\[
S = \frac{D/\lambda}{1-\lambda\Delta t/2} \approx \frac{D}{\lambda} + \frac{D\Delta t}{2} .
\]

The time step thus raises \(w^2\) by about \(D\Delta t/(2a)\) once most modes have relaxed.

A run with 200,000 sites, \(a=1\) and \(\Delta t = 0.08\) gave \(w^2 = 1.593\) at \(t=10\) and 3.150 at \(t=40\), against 1.549 and 3.098 from the formula. The excesses are 2.8% and 1.7%, within the 7% allowed in the test. The leading estimate of the time-step shift is 0.028. The full fixed-point expression averaged over modes gives about 0.031, and the lattice factor takes away about 0.004 at \(t=10\) and 0.002 at \(t=40\). What remains is about 1% of \(w^2\). The sampling error is of similar size: a line of length \(L\) holds about \(L/\xi\) independent stretches, and for Gaussian \(h\) the variance of \(h^2\) is \(2w^4\), so the relative standard error of the site average is of order \(\sqrt{2\xi/L}\), or nearly 1% at \(t=40\). Other random seeds were not tried.

## Part 2. A crystal step as an Edwards-Wilkinson line

### Symbols and results carried over

The displacement \(h(x,t)\) obeys \(\partial h/\partial t = \nu\,\partial^2h/\partial x^2+\eta\) with noise strength \(2D\). From a flat start on an infinite line, \(w^2 = D\sqrt{2t/(\pi\nu)}\). The stationary spectrum is \(D/(\nu k^2)\), and modes with wave number \(k\) above about \(1/\xi\), \(\xi = \sqrt{\nu t}\), have reached it. On a lattice of spacing \(a\) the noise strength per site is \(2D/a\), and the late-time width law acquires the factor \(1-a^2/(32\nu t)\). Referring \(h\) to the mean of a window of length \(L\) lowers \(w^2\) by at most \(2Dt/L\). From a stationary start the mean square displacement is larger than \(w^2\) by \(\sqrt2\). The integral \(J(c) = \int(1-e^{-ck^2})k^{-2}dk = 2\sqrt{\pi c}\) is used again.

Here \(h\) is the in-plane displacement of a step that separates two terraces, and \(x\) runs along the step. The surface cell has length \(a\) along the step and \(b\) across it, with area \(\Omega = ab\). The coordinate \(y\) points across the step, in the direction in which it advances during growth.

### Noise from exchange events

Let each edge site exchange units with the adatoms on the terraces at the total rate \(r\). Half of the events add a unit and half remove one, and the events are taken as independent. Each moves the site by \(\pm b\), so the variance after a time \(t\), without relaxation, is \(b^2rt\). The lattice noise gives \(2Dt/a\). Equating them,

\[
D = \tfrac12\, b^2 a\, r .
\]

In a real step the rates depend on the local kink arrangement, and \(r\) must then be read as an effective rate. For \(r = 1000\) s⁻¹, 400,000 sampled pairs of Poisson counts over 0.02 s reproduce this variance within 2%.

### Tension from equilibrium

For small slopes the free energy of a step is \(F = (\tilde\beta/2)\int(\partial h/\partial x)^2dx\), where \(\tilde\beta\) is the step stiffness, an energy per length. For a long step of length \(L\),

\[
F = \frac{\tilde\beta}{2L}\sum_k k^2|h_k|^2 .
\]

The modes \(k\) and \(-k\) are complex conjugates and together contribute \(\tilde\beta k^2|h_k|^2/L\). This is quadratic in two independent real quantities, the real and imaginary parts of \(h_k\). Each carries the mean energy \(k_BT/2\), so

\[
\frac{\langle|h_k|^2\rangle}{L} = \frac{k_BT}{\tilde\beta k^2} .
\]

The dynamics must lead to this equilibrium. Comparison with \(D/(\nu k^2)\) gives

\[
\nu = \frac{D\tilde\beta}{k_BT}, \qquad
w^4 = \frac{2D^2t}{\pi\nu} = \frac{2D\,k_BT\,t}{\pi\tilde\beta} .
\]

At fixed \(\tilde\beta\) and temperature, the width grows as the fourth root of the exchange rate.

### Stiffness from kinks

Between neighbouring edge sites let the step jump by \(n\) units of \(b\), with energy \(\varepsilon|n|\) and independent jumps. With \(p = e^{-\varepsilon/k_BT}\), the sums over all integers are

\[
\sum_n p^{|n|} = \frac{1+p}{1-p}, \qquad \sum_n n^2p^{|n|} = \frac{2p(1+p)}{(1-p)^3} ,
\]

the second following from two applications of \(p\,d/dp\) to the geometric series. Their ratio is

\[
\langle n^2\rangle = \frac{2p}{(1-p)^2} = \frac{1}{2\sinh^2(\varepsilon/2k_BT)} ,
\]

because \((1-p)^2/p = 4\sinh^2(\varepsilon/2k_BT)\).

Over a distance \(R\) there are \(R/a\) independent jumps, so the mean square difference in \(h\) is \((R/a)b^2\langle n^2\rangle\). The continuum spectrum gives for the same quantity

\[
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,2(1-\cos kR)\,\frac{k_BT}{\tilde\beta k^2} = \frac{k_BT\,R}{\tilde\beta} .
\]

To see this, write \(k^{-2} = \int_0^\infty e^{-ck^2}dc\). The \(k\) integral of \((1-\cos kR)e^{-ck^2}\) is \(\sqrt{\pi/c}\,(1-e^{-R^2/4c})\). With \(c = 1/u^2\) the remaining integral becomes \(\sqrt\pi\,J(R^2/4) = \pi R\). Equating the two expressions,

\[
\tilde\beta = \frac{k_BT\,a}{b^2\langle n^2\rangle} .
\]

An independent calculation tilts the kink model by a force and takes the curvature of its free energy per length with respect to slope. It agrees with this stiffness to one part in \(10^3\).

This part has derived the width law for a line that starts flat and has expressed the noise strength, tension and stiffness of a crystal step through its exchange rate, kink energy, cell lengths and temperature. What remains is to put numbers to an example step, to estimate the effects of geometry, slow terrace diffusion and growth, and to ask how far the model applies to a real surface.
